**Absorptivity of a Drude metal from microwaves to the near infrared**

The program examines the absorptivity $A=1-R$ of a thick metal at normal incidence, with dc conductivity $\sigma_0$, relaxation time $\tau$ and plasma frequency $\omega_p$. Its limits are $2\sqrt{2\varepsilon_0\omega/\sigma_0}$ for $\omega\tau\ll1$ and $2/(\omega_p\tau)$ for $1/\tau\ll\omega\ll\omega_p$. It asserts that time integration of the electron's equation of motion reproduces the Drude conductivity. At six wavelengths it integrates the wave equation numerically and asserts that both the reflected wave and the Joule heat agree with the absorptivity computed from the refractive index. Further assertions cover the formula joining the two regimes, the leading errors of both limits, the surface field and energy depth, and the crossing of the limiting laws at $\omega\tau=1/2$. With rough copper inputs the output gives $\omega_p\tau=410$ and a constant absorptivity of 0.49 %. The Hagen-Rubens value is 2.4 % above the full Drude result at 1 mm and about three times too large at 10 µm. The printed mean free path of 39 nm exceeds the infrared field depth of 18 nm, which limits how far the local model can describe real copper.

## Verification by program

```python
"""
Result under test: absorptivity A = 1 - R of a thick Drude metal at normal
incidence, fields varying as exp(-i omega t), SI units.
  omega tau << 1:               A -> 2 sqrt(2 eps0 omega / sigma0)
  1/tau << omega << omega_p:    A -> 2 / (omega_p tau)
Symbols: sigma0 dc conductivity, tau relaxation time, omega_p plasma frequency,
x = omega tau, W = omega_p tau, N = n + i k complex refractive index.
The copper inputs are rough two-figure values.
"""
import numpy as np
from scipy.constants import c, e, epsilon_0, hbar, m_e, pi
from scipy.integrate import solve_ivp
from scipy.optimize import brentq


def permittivity(x, W):
    """Relative permittivity 1 + i sigma/(eps0 omega) of the Drude metal."""
    return 1 + 1j * W**2 / (x * (1 - 1j * x))


def exact_absorptivity(x, W):
    N = np.sqrt(permittivity(x, W))
    return 4 * N.real / ((N.real + 1)**2 + N.imag**2)


def joined_absorptivity(x, W):
    """Good-conductor formula that covers both regimes."""
    return 2 / W * np.sqrt(2 / (1 + np.sqrt(1 + 1 / x**2)))


def hagen_rubens(omega, sigma0):
    return 2 * np.sqrt(2 * epsilon_0 * omega / sigma0)


def electron_response(x):
    """Steady velocity amplitude from time integration; dc value is 1."""
    period = 2 * pi / x
    times = 40 + period * np.arange(400) / 400
    run = solve_ivp(lambda t, v: np.cos(x * t) - v, (0, 40 + period), [0.0],
                    method="DOP853", t_eval=times, rtol=1e-10, atol=1e-12)
    assert run.success
    return 2 * np.mean(run.y[0] * np.exp(1j * x * times))


def solve_wave(eps):
    """Integrate the wave equation from deep in the metal to its surface.

    Length variable s = k0 sqrt|eps| z, with k0 = omega/c. Going outward, the
    physical solution grows and swamps the other one, so the start is free.
    Returns 1-|r|^2, Joule heat / incident power, |E(0)/E_incident|, and the
    energy depth (integral of |E|^2 over z, divided by |E(0)|^2) times k0.
    """
    scale = np.sqrt(abs(eps))

    def slope(s, y):
        return np.array([y[1], -eps / abs(eps) * y[0], abs(y[0])**2])

    run = solve_ivp(slope, (25, 0), np.array([1, 0, 0], dtype=complex),
                    method="DOP853", rtol=1e-11, atol=1e-11)
    assert run.success
    field, derivative, integral = run.y[:, -1]
    integral = -integral.real
    derivative = derivative * scale / 1j
    incident = (field + derivative) / 2
    reflected = (field - derivative) / 2
    absorbed = 1 - abs(reflected / incident)**2
    joule = eps.imag * integral / scale / abs(incident)**2
    depth = integral / abs(field)**2 / scale
    return absorbed, joule, abs(field / incident), depth


# Rough copper inputs and the Drude parameters that follow from them
lattice = 3.6e-10
sigma0 = 6.0e7
density = 4 / lattice**3
tau = m_e * sigma0 / (density * e**2)
omega_p = np.sqrt(density * e**2 / (epsilon_0 * m_e))
W = omega_p * tau
plateau = 2 / W
v_fermi = hbar * (3 * pi**2 * density)**(1 / 3) / m_e

# Conductivity: time integration against 1/(1 - i omega tau)
for x in (0.1, 1.0, 10.0):
    assert abs(electron_response(x) * (1 - 1j * x) - 1) < 1e-6

# Reflection and Joule heat from the wave equation against the index formula
wavelengths = np.array([1e-2, 1e-3, 1e-4, 1e-5, 3e-6, 1e-6])
rows = []
for wavelength in wavelengths:
    omega = 2 * pi * c / wavelength
    x = omega * tau
    eps = permittivity(x, W)
    absorbed, joule, surface, depth = solve_wave(eps)
    exact = exact_absorptivity(x, W)
    assert abs(absorbed / exact - 1) < 1e-6
    assert abs(joule / exact - 1) < 1e-6
    joined = joined_absorptivity(x, W)
    # neglected terms are of relative order A and (omega/omega_p)^2
    assert abs(joined / exact - 1) < exact + (x / W)**2
    rows.append(dict(lam=wavelength, omega=omega, x=x, N=np.sqrt(eps),
                     exact=exact, joined=joined,
                     hr=hagen_rubens(omega, sigma0), surface=surface,
                     depth=depth * c / omega, loss=1 / (1 + x**2)))

# The joined formula becomes exact as 1/W when W grows at fixed x
for x in (0.2, 1.0, 5.0):
    errors = [joined_absorptivity(x, w) / exact_absorptivity(x, w) - 1
              for w in (1e4, 1e5)]
    assert abs(errors[0] / errors[1] - 10) < 0.2

# Leading error of the Hagen-Rubens law
for x in (1e-3, 1e-4):
    hr = hagen_rubens(x / tau, sigma0)
    deficit = 1 - exact_absorptivity(x, W) / hr
    assert abs(deficit / (x / 2 + hr / 2) - 1) < 0.01

# Leading errors of the constant absorptivity
for x in (10.0, 20.0, 40.0):
    expected = 1 - 1 / W - 1 / (8 * x**2) + x**2 / (2 * W**2)
    assert abs(exact_absorptivity(x, W) / plateau - expected) < 1e-4

# Limiting index, surface field and energy depth in each regime
low, infrared = rows[0], rows[4]
k_low = np.sqrt(sigma0 / (2 * epsilon_0 * low["omega"]))
assert abs(low["N"].real / k_low - 1) < 0.005
assert abs(low["N"].imag / k_low - 1) < 0.005
assert abs(low["surface"] / (np.sqrt(2) / k_low) - 1) < 0.005
assert abs(low["depth"] / (c / (2 * low["omega"] * k_low)) - 1) < 0.005
w_ir = infrared["omega"]
assert abs(infrared["N"].imag / (omega_p / w_ir) - 1) < 0.01
assert abs(infrared["N"].real / (omega_p / (2 * w_ir**2 * tau)) - 1) < 0.01
assert abs(infrared["surface"] / (2 * w_ir / omega_p) - 1) < 0.005
assert abs(infrared["depth"] / (c / (2 * omega_p)) - 1) < 0.005

# The two limiting laws cross at omega tau = 1/2
omega_cross = brentq(lambda w: hagen_rubens(w, sigma0) - plateau,
                     1e-3 / tau, 1e2 / tau, xtol=1.0)
assert abs(omega_cross * tau - 0.5) < 1e-8

print("Copper, rough inputs")
print(f"lattice constant             {lattice * 1e10:.1f} angstrom")
print(f"dc conductivity sigma0       {sigma0:.1e} S/m")
print("Derived Drude parameters")
print(f"electron density             {density:.3e} m^-3")
print(f"relaxation time tau          {tau * 1e15:.2f} fs")
print(f"collision rate 1/tau         {1 / tau:.3e} s^-1")
print(f"plasma frequency omega_p     {omega_p:.3e} rad/s")
print(f"omega_p tau                  {W:.1f}")
print(f"constant 2/(omega_p tau)     {plateau:.5f}")
print(f"same, in percent             {100 * plateau:.3f} %")
print("Crossing of the two limiting laws")
print(f"omega tau                    {omega_cross * tau:.4f}")
print(f"wavelength                   {2e6 * pi * c / omega_cross:.1f} um")
ratio_cross = exact_absorptivity(omega_cross * tau, W) / plateau
joined_cross = joined_absorptivity(omega_cross * tau, W) / plateau
print(f"exact A / constant           {ratio_cross:.4f}")
print(f"joined A / constant          {joined_cross:.4f}")
print("Index: wavelength (um), omega (rad/s), omega tau, n, k")
for r in rows:
    print(f"{r['lam'] * 1e6:8.0f} {r['omega']:11.3e} {r['x']:9.4f}"
          f" {r['N'].real:10.3f} {r['N'].imag:10.3f}")
print("A in units of 1e-3: wavelength (um), exact, joined, Hagen-Rubens")
for r in rows:
    print(f"{r['lam'] * 1e6:8.0f} {1e3 * r['exact']:9.4f}"
          f" {1e3 * r['joined']:9.4f} {1e3 * r['hr']:9.4f}")
print("Error against exact A (%): wavelength (um), Hagen-Rubens, constant")
for r in rows:
    print(f"{r['lam'] * 1e6:8.0f} {100 * (r['hr'] / r['exact'] - 1):10.2f}"
          f" {100 * (plateau / r['exact'] - 1):10.2f}")
print("Joule factors: wavelength (um), Re sigma/sigma0,")
print("  |E(0)/E_incident|^2, energy depth (nm)")
for r in rows:
    print(f"{r['lam'] * 1e6:8.0f} {r['loss']:11.4e}"
          f" {r['surface']**2:11.4e} {r['depth'] * 1e9:9.2f}")
print("Lengths that bear on the local-response assumption")
print(f"Fermi velocity               {v_fermi:.3e} m/s")
print(f"mean free path v_F tau       {v_fermi * tau * 1e9:.1f} nm")
print(f"field depth c/omega_p        {c / omega_p * 1e9:.1f} nm")
print(f"v_F/omega at 3 um            {v_fermi / w_ir * 1e9:.2f} nm")
print("checks complete")
```

It prints:

```
Copper, rough inputs
lattice constant             3.6 angstrom
dc conductivity sigma0       6.0e+07 S/m
Derived Drude parameters
electron density             8.573e+28 m^-3
relaxation time tau          24.84 fs
collision rate 1/tau         4.027e+13 s^-1
plasma frequency omega_p     1.652e+16 rad/s
omega_p tau                  410.2
constant 2/(omega_p tau)     0.00488
same, in percent             0.488 %
Crossing of the two limiting laws
omega tau                    0.5000
wavelength                   93.6 um
exact A / constant           0.7846
joined A / constant          0.7862
Index: wavelength (um), omega (rad/s), omega tau, n, k
   10000   1.884e+11    0.0047   4231.218   4251.058
    1000   1.884e+12    0.0468   1308.750   1371.405
     100   1.884e+13    0.4678    306.416    481.629
      10   1.884e+14    4.6781      9.115     86.233
       3   6.279e+14   15.5936      0.842     26.249
       1   1.884e+15   46.7808      0.094      8.711
A in units of 1e-3: wavelength (um), exact, joined, Hagen-Rubens
   10000    0.4704    0.4705    0.4716
    1000    1.4557    1.4568    1.4912
     100    3.7543    3.7613    4.7157
      10    4.8365    4.8479   14.9123
       3    4.8644    4.8727   27.2260
       1    4.8949    4.8750   47.1568
Error against exact A (%): wavelength (um), Hagen-Rubens, constant
   10000       0.26     936.50
    1000       2.44     234.91
     100      25.61      29.86
      10     208.33       0.80
       3     459.70       0.22
       1     863.38      -0.40
Joule factors: wavelength (um), Re sigma/sigma0,
  |E(0)/E_incident|^2, energy depth (nm)
   10000  9.9998e-01  1.1116e-07    187.19
    1000  9.9782e-01  1.1123e-06     58.03
     100  8.2045e-01  1.2252e-05     16.52
      10  4.3698e-02  5.3061e-04      9.23
       3  4.0957e-03  5.7772e-03      9.10
       1  4.5674e-04  5.1899e-02      9.14
Lengths that bear on the local-response assumption
Fermi velocity               1.579e+06 m/s
mean free path v_F tau       39.2 nm
field depth c/omega_p        18.1 nm
v_F/omega at 3 um            2.52 nm
checks complete
```
